# Richardson constants of (100) and (111) contacts to n-type silicon

## Problem

Electrons pass between n-type silicon and a metal contact over a Schottky barrier of height $\Phi_B$. The ideal thermionic saturation current density is

$$J=A^*T^2e^{-\Phi_B/k_BT}.$$

The conduction band has six ellipsoidal valleys, one pair on each cube axis. Take the rough typical masses $m_l=0.92$ along the valley axis and $m_t=0.19$ across it, in units of the free mass $m_0$. Find $A^*$ for (100) and (111) contacts, and decide whether the density-of-states mass can be used in its place. For a numerical case take $T=300$ K and $\Phi_B=0.70$ eV.

SI formulas are used, with $q>0$ the elementary charge. Richardson constants are given in A cm$^{-2}$ K$^{-2}$.

## A tempting solution

For a single isotropic valley of mass $m\,m_0$, the constant is $A_0m$, where

$$A_0=\frac{4\pi q m_0k_B^2}{h^3}=120.17\ \text{A cm}^{-2}\,\text{K}^{-2}.$$

Silicon has several anisotropic valleys, but its electron density equals that of one isotropic valley with the density-of-states mass

$$m_d=(6^2m_lm_t^2)^{1/3}=1.061.$$

It is tempting to put $m=m_d$, which gives $A=127.5$ for every face.

The fault lies in what the replacement preserves. A current is a density times a velocity. For an isotropic valley the density varies as $m^{3/2}$ and the thermal velocity as $m^{-1/2}$, and the product gives the factor $m$. Putting $m=m_d$ makes the density right, but it also gives the electrons the velocity of particles of mass 1.06. No silicon valley has such an inertia in any direction: the masses lie between 0.19 and 0.92. The flux has to be calculated valley by valley.

## The flux from one valley

At zero bias the fluxes over the barrier in the two directions are equal, and each is the saturation current. It is therefore enough to calculate the flux from the silicon into the metal.

Let $\mathbf n$ be the unit normal pointing from the semiconductor into the metal. Measure $\mathbf k$ from the valley minimum and $E$ from the band edge at the top of the barrier. Then

$$E=\frac{\hbar^2}{2m_0}\,\mathbf k\cdot W\mathbf k,$$

where $W$ is the inverse mass tensor in units of $1/m_0$. Its eigenvalues are $1/m_l$ once and $1/m_t$ twice.

Three assumptions define the ideal constant. States moving towards the metal at the barrier top are filled as in equilibrium; their occupation is the Boltzmann factor $e^{-(\Phi_B+E)/k_BT}$; and every electron that reaches the top with $v_n>0$ enters the metal, while none tunnels below it. With two spin states, valley $i$ contributes

$$J_i=e^{-\Phi_B/k_BT}\,\frac{2q}{(2\pi)^3}\int_{v_n>0}v_n\,e^{-E/k_BT}\,d^3k .$$

Split the wavevector into $\mathbf k=k_n\mathbf n+\boldsymbol\kappa$, with $\boldsymbol\kappa$ in the contact plane. Since $v_n=\hbar^{-1}\partial E/\partial k_n$, we have $v_n\,dk_n=dE/\hbar$ at fixed $\boldsymbol\kappa$. Along this line $E$ is an upward parabola in $k_n$. The branch with $v_n>0$ therefore runs once through all energies above the minimum $E_{\min}(\boldsymbol\kappa)$:

$$\int_{v_n>0}v_ne^{-E/k_BT}dk_n=\frac1\hbar\int_{E_{\min}(\boldsymbol\kappa)}^{\infty}e^{-E/k_BT}dE .$$

Now integrate over $\boldsymbol\kappa$ first. At a given $E$, the allowed $\boldsymbol\kappa$ are those with $E_{\min}(\boldsymbol\kappa)<E$. They fill the shadow that the constant-energy ellipsoid casts on the contact plane. If $S(E)$ is the area of this shadow,

$$J_i=e^{-\Phi_B/k_BT}\,\frac{q}{4\pi^3\hbar}\int_0^\infty S(E)e^{-E/k_BT}dE .$$

This is the geometrical root of the discrepancy: the density counts the volume of the ellipsoid, the emitted current its shadow.

### The area of the shadow

Write the quadratic form in blocks,

$$\mathbf k\cdot W\mathbf k=W_{nn}k_n^2+2k_n\,\mathbf b\cdot\boldsymbol\kappa+\boldsymbol\kappa\cdot C\boldsymbol\kappa,$$

where $W_{nn}=\mathbf n\cdot W\mathbf n$, $\mathbf b$ collects the mixed elements and $C$ is the in-plane block. The minimum over $k_n$ is at $k_n=-\mathbf b\cdot\boldsymbol\kappa/W_{nn}$, so that

$$E_{\min}=\frac{\hbar^2}{2m_0}\boldsymbol\kappa\cdot Q\boldsymbol\kappa,\qquad Q=C-\frac{\mathbf b\mathbf b^{T}}{W_{nn}} .$$

The ellipse $\boldsymbol\kappa\cdot Q\boldsymbol\kappa<2m_0E/\hbar^2$ has area $\pi(2m_0E/\hbar^2)/\sqrt{\det Q}$. Completing the square is a shear of $k_n$, which leaves determinants unchanged, so $\det W=W_{nn}\det Q$. Hence

$$S(E)=\frac{2\pi m_0E}{\hbar^2}\,m_i,\qquad m_i=\sqrt{\frac{W_{nn}}{\det W}} .$$

Let $\ell$ be the cosine of the angle between $\mathbf n$ and the valley axis. Then $W_{nn}=\ell^2/m_l+(1-\ell^2)/m_t$ and $1/\det W=m_lm_t^2$. Multiplying,

$$m_i=\sqrt{m_t^2\ell^2+m_lm_t(1-\ell^2)} .$$

Two views confirm this. Seen end-on ($\ell^2=1$), the ellipsoid casts a circle and $m_i=m_t$. Seen from the side ($\ell=0$), it casts an ellipse and $m_i=\sqrt{m_lm_t}$.

The energy integral is $\int_0^\infty E\,e^{-E/k_BT}dE=(k_BT)^2$. Collecting factors and using $h=2\pi\hbar$,

$$\frac{q}{4\pi^3\hbar}\,\frac{2\pi m_0m_i}{\hbar^2}(k_BT)^2=\frac{qm_0m_i(k_BT)^2}{2\pi^2\hbar^3}=A_0m_iT^2 .$$

Each valley therefore adds $A_0m_i$ to the Richardson constant.

## The two faces

For a (100) contact, two valleys are seen end-on and four from the side:

$$\mu_{100}=2m_t+4\sqrt{m_lm_t}=0.3800+1.6724=2.0524 .$$

For a (111) contact, $\ell^2=1/3$ for all six:

$$\mu_{111}=6\sqrt{\frac{m_t^2+2m_lm_t}{3}}=6\times0.3586=2.151 .$$

Multiplication by $A_0$ gives

$$A^*_{100}=246.6,\qquad A^*_{111}=258.5\ \text{A cm}^{-2}\,\text{K}^{-2}.$$

As a test, the defining flux integral was evaluated directly in three-dimensional $\mathbf k$ space for the same masses, without the shadow argument. It gave 246.6392 and 258.5373. Halving the number of mesh points in each direction moved these values by 0.003 and 0.005.

The physical accuracy is much lower than these digits suggest. Raising $m_l$ to 0.98 at fixed $m_t$ changes the constants to 253.1 and 266.1. With rough masses, about 250 and 260 is a fair statement of the result.

## Why the density-of-states mass fails

To count the electrons in one valley, rescale each principal component of $\mathbf k$ by the square root of its mass. The energy becomes isotropic, and the volume element acquires the factor $\sqrt{m_lm_t^2}$. Relative to the same band edge, the effective density of one valley is

$$N_i=2\left(\frac{m_0k_BT}{2\pi\hbar^2}\right)^{3/2}\sqrt{m_lm_t^2}.$$

Six valleys give a factor $6\sqrt{m_lm_t^2}=m_d^{3/2}$. This confirms $m_d$ as the mass for counting electrons, and the total is $N_c=2.74\times10^{19}$ cm$^{-3}$.

Dividing the flux of a valley by its density gives its emission velocity. The exponential cancels, and $m_i/\sqrt{m_lm_t^2}=\sqrt{W_{nn}}$, so

$$v_i=\frac{A_0m_iT^2}{qN_i}=\sqrt{\frac{k_BT\,W_{nn}}{2\pi m_0}} .$$

The inertia that matters is $1/W_{nn}$, the mass for motion along the normal at fixed parallel wavevector. Averaged over the six equally populated valleys, the emission velocity is $5.05\times10^6$ cm/s for (100) and $5.29\times10^6$ cm/s for (111). A particle of mass $m_d$ would have $2.61\times10^6$ cm/s. All three refer to the same electron density, so their ratios are also the ratios of the Richardson constants.

The error has two parts. Let $m_1=(m_lm_t^2)^{1/3}=0.3214$ be the density-of-states mass of a single valley, so that $m_d=6^{2/3}m_1$. Then

$$\frac{\mu}{m_d}=\frac{6m_1}{6^{2/3}m_1}\cdot\frac{\mu}{6m_1}=6^{1/3}\cdot\frac{\mu}{6m_1}.$$

- The factor $6^{1/3}=1.817$ comes from merging six valleys into one. To hold all the electrons, the merged valley needs a mass larger by $6^{2/3}$, which lowers the velocity by $6^{1/3}$.
- The factor $\mu/(6m_1)$ comes from anisotropy. It is 1.0642 for (100) and 1.1155 for (111).

The products are 1.934 and 2.027. Most of the discrepancy is thus due to the number of valleys and would remain if they were spherical.

The anisotropy factor cannot be less than one on either face. For (100), $\mu/6$ is the arithmetic mean of two masses $m_t$ and four masses $\sqrt{m_lm_t}$. Their geometric mean is

$$(m_t^2\,m_l^2m_t^2)^{1/6}=(m_lm_t^2)^{1/3}=m_1,$$

and an arithmetic mean is never below the geometric one. For (111), apply the same inequality to the squares:

$$\left(\frac{\mu_{111}}{6}\right)^2=\frac{m_t^2+2m_lm_t}{3}\ge(m_l^2m_t^4)^{1/3}=m_1^2 .$$

Equality requires $m_l=m_t$.

## Other faces and limiting cases

The two faces are the extremes of the model. Put $u_j=\ell_j^2$ for the three cube axes, so that $u_1+u_2+u_3=1$, and define

$$g(u)=\sqrt{m_lm_t-m_t(m_l-m_t)u},\qquad \mu=2\sum_jg(u_j).$$

The square root of a linear function is concave. The mean of $g$ therefore cannot exceed $g$ at the mean, which gives $\mu\le6g(1/3)=\mu_{111}$. A concave function also lies above its chord, $g(u)\ge u\,g(1)+(1-u)\,g(0)$. Summing over the axes,

$$\mu\ge2[g(1)+2g(0)]=\mu_{100}.$$

Direct flux integrals for 40 random contact directions all fell between the two values.

If $m_l=m_t=m$, the orientation dependence disappears and $\mu=6m$, yet $m_d=6^{2/3}m$ is still too small. If instead $m_l\gg m_t$, then $\mu_{100}\to4\sqrt{m_lm_t}$ and $\mu_{111}\to6\sqrt{2/3}\sqrt{m_lm_t}$. Their ratio tends to $\sqrt{3/2}\approx1.22$. Silicon, with a ratio of 1.048, is far from this limit.

## The contact at 300 K

Here $k_BT=0.02585$ eV and $e^{-\Phi_B/k_BT}=1.74\times10^{-12}$. For (100),

$$J=246.6\times300^2\times1.74\times10^{-12}=3.86\times10^{-5}\ \text{A cm}^{-2}.$$

At the same barrier, (111) gives $4.05\times10^{-5}$ and the density-of-states mass $2.00\times10^{-5}$ A cm$^{-2}$.

Suppose that a barrier is deduced from a given current through $\Phi_B=k_BT\ln(AT^2/J)$. Using 127.5 for $A$ then makes the barrier too low by $k_BT\ln1.934=17$ meV for (100), and by 18 meV for (111). A factor of two in the constant is a small error in the barrier. Conversely, a small error in the barrier spoils a determination of the constant.

## What the ideal constant leaves out

The following estimates take a donor density of $10^{16}$ cm$^{-3}$ and a relative permittivity $\epsilon_r=11.7$.

**Image force.** The Fermi level lies $k_BT\ln(N_c/N_D)=0.205$ eV below the bulk band edge, so the built-in potential is 0.495 V. Subtracting $k_BT/q$ for the electron tail at the depletion edge leaves $\psi=0.469$ V. The maximum field is $F=\sqrt{2qN_D\psi/\epsilon}=0.038$ MV/cm, with $\epsilon=\epsilon_r\epsilon_0$. Near the metal the band edge follows

$$U(x)=-qFx-\frac{q^2}{16\pi\epsilon x}.$$

Setting $dU/dx=0$ gives $x_m=\sqrt{q/(16\pi\epsilon F)}=2.84$ nm. The two terms are equal there, and the barrier is lowered by $2qFx_m=21.7$ meV. The current rises by a factor 2.31, more than the whole density-of-states error. This factor applies because 0.70 eV was taken as the barrier before lowering. If $\Phi_B$ already denotes the height of the actual top, it must not be counted again.

**Tunnelling and reflection.** Near its top the barrier is a parabola of curvature $K=2qF/x_m$. At energy $\varepsilon$ from the top, a parabolic barrier transmits $1/(1+e^{-2\pi\varepsilon/\hbar\omega})$, with $\omega=\sqrt{KW_{nn}/m_0}$. Let $c=\hbar\omega/(2\pi k_BT)$ and $y=e^{-2\pi\varepsilon/\hbar\omega}$. For $c<1$ the thermal average, relative to the ideal step in transmission, is

$$\int_{-\infty}^{\infty}\frac{e^{-\varepsilon/k_BT}}{1+e^{-2\pi\varepsilon/\hbar\omega}}\frac{d\varepsilon}{k_BT}=c\int_0^\infty\frac{y^{c-1}}{1+y}\,dy=\frac{\pi c}{\sin\pi c}.$$

Weighted by the flux of each valley, this gives about 1.06 for (100) and 1.05 for (111). These values describe a smooth top alone. At $k_BT$ below the top, the parabola already reaches into the metal, and reflection at the metal itself is left out. That reflection can outweigh the gain. In a one-dimensional effective-mass model, with the image barrier joined to a free-electron metal whose band bottom lies 2 to 10 eV below the top, the thermal average for (100) is only about 0.6 to 0.4. Here the wavefunction and its derivative divided by the mass are matched at the joint, moving the joint out to 0.3 nm shifts the values by up to 0.05, and the parallel momentum of the side valleys, discussed below, is ignored.

**Nonparabolic bands.** If $E$ is replaced by $E(1+\alpha E)$ in the relation between energy and wavevector, the shadow area grows by the factor $1+\alpha E$. The energy integral becomes $(k_BT)^2(1+2\alpha k_BT)$. With a rough $\alpha=0.5$ eV$^{-1}$ the factor is 1.026 for both faces.

**Supply through the depletion layer.** Let $D$ be the diffusion constant, $w$ the depletion width, $n$ the electron density and $j$ the particle flux towards the metal. Drift and diffusion give $j=D(n'+nU'/k_BT)$. With $u=n\,e^{[U-U(x_m)]/k_BT}$ this becomes $u'=(j/D)\,e^{[U-U(x_m)]/k_BT}$. Integrating from $x_m$ to $w$,

$$u(w)=u(x_m)+\frac{j}{v_d},\qquad \frac1{v_d}=\frac1D\int_{x_m}^{w}e^{[U(x)-U(x_m)]/k_BT}dx .$$

Emission at the top requires $j=v_Ru(x_m)$, where $v_R$ is the emission velocity found above; the return flux from the metal is a separate term. Hence $j=v_Ru(w)/(1+v_R/v_d)$. A rough mobility of 1200 cm$^2$/Vs gives $v_d=3.4\times10^7$ cm/s and a reduction to 0.87 for both faces. This is crude. The low-field mobility puts $v_d$ above the saturation velocity of silicon, about $10^7$ cm/s; a mobility limited by that velocity, $\mu/\sqrt{1+(\mu F/v_s)^2}$ at the local field, would give $v_d\approx8\times10^6$ cm/s and a factor near 0.60 for (100). Moreover, starting from the top, the band falls by $k_BT$ in about 9 nm, which is no longer than the collision length assumed next.

**Collisions beyond the top.** For a rough collision length of 10 nm, an electron moving straight along the normal crosses $x_m$ freely with the chance $e^{-0.284}=0.75$. This length is a short one: the mobility used above corresponds to a mean free path of nearly 40 nm, which would give about 0.93. Slanted paths are longer. With the thermal spread of directions, and with the image force accelerating the electron towards the metal, the two chances for (100) fall to about 0.66 and 0.89. Some of the remaining electrons return to the silicon.

**Parallel momentum.** The valleys lie at about 0.85 of $2\pi/a$ from the zone centre, with $a=0.543$ nm. The parallel wavevector is 9.84 nm$^{-1}$ for the four side valleys of (100), and $\sqrt{2/3}$ of this, 8.03 nm$^{-1}$, for all valleys of (111). If this wavevector is conserved, a free-electron metal can accept an electron at the valley minimum only when its energy lies at least 3.69 or 2.46 eV above the metal's band bottom. Suppose that the interface lattice supplies no momentum. The thermal spread of $\boldsymbol\kappa$ blurs these thresholds by several tenths of an eV. For (100), $A^*$ would be about 150 when the metal's band bottom lies 3.69 eV below the barrier top and about 100 at 3.4 eV; only below about 2.8 eV does it approach the value 46 of the two end-on valleys. For (111), it would be about 140 at 2.46 eV, about 20 at 2.0 eV and close to zero at 1.6 eV.

## Reading the result for a real contact

Suppose that the parallel momentum is accepted and that $\Phi_B$ is the height of the actual top. Multiplying the tunnelling, band and supply factors as if independent turns 247 for (100) into about 230. If every colliding electron also returned, the straight-path chance of 0.75 would leave about 180, and slanted paths would leave less. Both numbers leave out reflection at the metal. With the factor of 0.4 to 0.6 from the effective-mass model in place of 1.06, the 230 would become about 85 to 135. The ideal constant is thus a reference value, not a prediction for a real contact.

Real interfaces also break the assumption of one uniform barrier. At 300 K a barrier change of 17 meV alters the current as much as the choice between $m_d$ and $\mu_{100}$. The 4.8 per cent contrast between the faces, calculated at equal barrier, is cancelled by a barrier difference of only 1.2 meV. A measured current ratio between two faces therefore tests the valley sum only if their barriers are known to better than this.

Most of the values used here are collected in the numerical output below.

## Computed results

```
longitudinal, transverse mass: 0.92, 0.19 m0
temperature: 300 K; kT: 0.02585 eV
free-electron A0: 120.17 A/cm2K2
(100) mass, 2 end-on valleys: 0.3800 m0
(100) mass, 4 side-on valleys: 1.6724 m0
(100) total emission mass: 2.0524 m0
(111) mass per valley: 0.3586 m0
(111) total emission mass: 2.1514 m0
DOS mass, one valley: 0.3214 m0
DOS mass, six valleys merged: 1.0614 m0
A*(100): 246.6 A/cm2K2
A*(111): 258.5 A/cm2K2
A from merged DOS mass: 127.5 A/cm2K2
direct k-space A*(100): 246.6392 A/cm2K2
direct k-space A*(111): 258.5373 A/cm2K2
mesh shift (100): 3.1e-03 A/cm2K2
mesh shift (111): 5.0e-03 A/cm2K2
ratio A*(100)/A(DOS): 1.9337
ratio A*(111)/A(DOS): 2.0270
ratio A*(111)/A*(100): 1.0482
valley-number factor 6^(1/3): 1.8171
anisotropy factor (100): 1.0642
anisotropy factor (111): 1.1155
band density Nc: 2.744e+19 cm^-3
emission velocity (100): 5.049e+06 cm/s
emission velocity (111): 5.293e+06 cm/s
emission velocity, DOS mass: 2.611e+06 cm/s
barrier before lowering: 0.70 eV
ideal J (100): 3.862e-05 A/cm2
ideal J (111): 4.048e-05 A/cm2
J with DOS mass: 1.997e-05 A/cm2
barrier error (100): 17.05 meV
barrier error (111): 18.27 meV
A*(100) if ml = 0.98 m0: 253.1 A/cm2K2
A*(111) if ml = 0.98 m0: 266.1 A/cm2K2
donors: 1.0e+16 cm^-3; permittivity: 11.7
band edge above Fermi level: 0.2047 eV
maximum field: 0.0381 MV/cm
depletion width: 246.4 nm
barrier-top distance: 2.84 nm
image lowering: 21.7 meV
image-lowering current factor: 2.311
tunnel/reflection factor (100): 1.0599
tunnel/reflection factor (111): 1.0511
nonparabolicity: 0.5 1/eV; factor: 1.0259
mobility: 1200 cm2/Vs
diffusion velocity: 3.424e+07 cm/s
supply factor (100): 0.8715
supply factor (111): 0.8661
collision length: 10 nm
collision-free chance: 0.753
Boltzmann factor at barrier: 1.74e-12
valley position: 0.85 x 2pi/a
lattice constant: 0.543 nm
parallel k, (100) side valleys: 9.84 1/nm
parallel k, (111) valleys: 8.03 1/nm
free-metal energy for it (100): 3.69 eV
free-metal energy for it (111): 2.46 eV
```
